# The t2g shell as a reversed p shell: spin-orbit levels of low-spin d^5

## What goes wrong without the sign

A low-spin d⁵ ion in an octahedral field has five electrons in the three orbitals yz, zx and xy. Without spin-orbit coupling its lowest term has six states: three places for the missing electron and two spin directions.

Three orbitals suggest a p shell. In a p⁵ shell the spin-orbit interaction puts the fourfold level with \(j=3/2\) below the twofold level with \(j=1/2\). Carried over to the ion, this predicts a fourfold ground level. The prediction is wrong: the ground level is a doublet. The p-shell picture can be kept, but the orbital angular momentum must enter with a minus sign.

I use \(\hbar=1\). The orbitals share one radial function, and the field is strictly cubic, so yz, zx and xy have the same energy, taken as zero. The two remaining orbitals, called eg, lie at \(\Delta>0\). The spin-orbit operator is

\[
H_{\rm so}=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i ,\qquad \zeta>0 .
\]

The first calculations keep the t2g orbitals alone, which is the leading approximation for large \(\Delta\). The eg orbitals return later.

## Simplest case: one component acting on two orbitals

Take \(l_z=-i(x\partial_y-y\partial_x)\). It does not act on the radial function, so the polynomials suffice:

\[
l_z\,(yz)=-i\,(x\,z-0)=-i\,zx,
\]
\[
l_z\,(zx)=-i\,(0-y\,z)=+i\,yz .
\]

For the p functions the same operator gives

\[
l_z\,x=-i\,(0-y)=+i\,y,\qquad l_z\,y=-i\,(x-0)=-i\,x .
\]

Now match the shells by the missing letter: yz→x, zx→y, xy→z. The matrix elements agree in size and have opposite signs. They may be compared directly because yz, zx and xy have equal norms, being related by a permutation of axes, and are orthogonal: a product such as \((yz)(zx)=xyz^2\) is odd in x and integrates to zero.

The third orbital behaves differently:

\[
l_z\,(xy)=-i\,(x^2-y^2).
\]

This is an eg function. If \(P\) projects on t2g, then \(P\,l_z\,(xy)=0\), which matches \(l_z z=0\) in the p shell.

## All three components

The cyclic permutation x→y→z→x turns \(l_z\) into \(l_x\), then \(l_y\), and permutes the orbitals of both shells in step. The result for \(l_z\) therefore holds for every component. Let \(\lambda_k\) denote the p-shell matrices carried over to t2g. Then

\[
P\,\mathbf l\,P=-\boldsymbol\lambda .
\]

Could the minus sign be removed by choosing other phases or combinations of orbitals? The p matrices obey \([\lambda_x,\lambda_y]=i\lambda_z\). For \(\mathbf A=P\mathbf lP=-\boldsymbol\lambda\) this gives

\[
[A_x,A_y]=[\lambda_x,\lambda_y]=i\lambda_z=-iA_z .
\]

A unitary change of basis leaves this relation unchanged, so it cannot turn \(\mathbf A\) into an ordinary angular momentum. The sign is a property of the shell.

The true \(\mathbf l\) does obey the usual rule. The difference comes from paths that leave t2g and return. With \(Q=1-P\),

\[
iA_z=P[l_x,l_y]P=[A_x,A_y]+P(l_xQl_y-l_yQl_x)P ,
\]

so the paths through eg contribute \(2iA_z\), and projection discards them.

The operator \(\boldsymbol\lambda\) is a proper angular momentum. Its size follows from \(\lambda_z^2\), which is 1 on x and y and 0 on z. Adding the three components gives \(\lambda^2=2=1(1+1)\). The t2g shell thus carries an effective angular momentum one, and the true orbital angular momentum, projected on this shell, is its negative.

## One electron with spin

The spin operator does not touch the orbitals, so the projection acts on \(\mathbf l\) alone:

\[
P\,\zeta\,\mathbf l\cdot\mathbf s\,P=-\zeta\,\boldsymbol\lambda\cdot\mathbf s .
\]

Define \(\mathbf j=\boldsymbol\lambda+\mathbf s\). This is an angular momentum because both parts are and they commute. It is not the true total \(\mathbf l+\mathbf s\). Squaring it gives

\[
\boldsymbol\lambda\cdot\mathbf s=\tfrac12\left[j(j+1)-2-\tfrac34\right]
=\begin{cases}-1,& j=1/2\\ +\tfrac12,& j=3/2.\end{cases}
\]

Multiplication by \(-\zeta\) gives the one-electron levels

\[
\varepsilon_{1/2}=+\zeta,\qquad \varepsilon_{3/2}=-\tfrac12\zeta .
\]

One electron has the quartet lowest, whereas a p electron has the doublet lowest. The weighted sum \(2\zeta+4(-\zeta/2)=0\) is right for a traceless operator.

The doublet can be written down. Consider, in p notation,

\[
\psi=\frac{1}{\sqrt3}\left[z{\uparrow}+(x+iy){\downarrow}\right],
\]

and use \(\boldsymbol\lambda\cdot\mathbf s=\lambda_zs_z+\tfrac12(\lambda_+s_-+\lambda_-s_+)\). The required actions are \(\lambda_z z=0\), \(\lambda_z(x+iy)=x+iy\), \(\lambda_+z=-(x+iy)\) and \(\lambda_-(x+iy)=-2z\). Leaving out the common factor \(1/\sqrt3\), the three parts give

\[
\lambda_zs_z:\ -\tfrac12(x+iy){\downarrow},
\]
\[
\tfrac12\lambda_+s_-:\ -\tfrac12(x+iy){\downarrow},\qquad
\tfrac12\lambda_-s_+:\ -z{\uparrow}.
\]

Their sum is \(-[z{\uparrow}+(x+iy){\downarrow}]\), so \(\boldsymbol\lambda\cdot\mathbf s\,\psi=-\psi\), as required for \(j=1/2\). In d notation,

\[
\psi=\frac{1}{\sqrt3}\left(xy{\uparrow}+yz{\downarrow}+i\,zx{\downarrow}\right).
\]

Each orbital has weight one third.

## From one electron to five

Counting already gives the energies. The lowest arrangement fills the quartet and puts one electron in the doublet:

\[
E_0=4\left(-\tfrac12\zeta\right)+\zeta=-\zeta .
\]

There are two such states. Moving one electron from the quartet to the doublet gives

\[
E_1=3\left(-\tfrac12\zeta\right)+2\zeta=+\tfrac12\zeta ,
\]

with four states, one for each position of the hole. What remains is to show which effective angular momentum these levels carry.

Let \(|F\rangle\) be the filled t2g shell and \(|\bar a\rangle=c_a|F\rangle\) the state with spin orbital \(a\) empty. For a one-body operator \(O=\sum_{pq}O_{pq}c_p^\dagger c_q\), the anticommutation rules give

\[
[c_p^\dagger c_q,\,c_a]=-\delta_{pa}\,c_q .
\]

Since \(O|F\rangle=({\rm Tr}\,O)|F\rangle\),

\[
O|\bar a\rangle=({\rm Tr}\,O)|\bar a\rangle-\sum_q O_{aq}|\bar q\rangle .
\]

For a traceless operator the matrix in the hole states is therefore \(-O^{T}\). The components of \(\boldsymbol\lambda\) and \(\mathbf s\) are traceless, and so is \(\boldsymbol\lambda\cdot\mathbf s\). The five-electron totals, written with capitals, are

\[
\Lambda_k=-\lambda_k^{T},\qquad S_k=-s_k^{T}.
\]

They are still angular momenta. If \([A,B]=iC\), then

\[
[-A^T,-B^T]=A^TB^T-B^TA^T=-[A,B]^T=i(-C^T).
\]

Their squares are unchanged, so the effective orbital momentum is still one and the spin one half. The spin-orbit operator, however, changes sign relative to their product. From the one-electron matrix \(-\zeta\boldsymbol\lambda\cdot\mathbf s\),

\[
H_{\rm so}\to+\zeta(\boldsymbol\lambda\cdot\mathbf s)^T,
\qquad
\boldsymbol\Lambda\cdot\mathbf S=\sum_k\lambda_k^Ts_k^T=(\boldsymbol\lambda\cdot\mathbf s)^T .
\]

The last equality uses the fact that \(\lambda_k\) and \(s_k\) commute. Hence, within t2g⁵,

\[
H_{\rm so}=+\zeta\,\boldsymbol\Lambda\cdot\mathbf S .
\]

With \(\mathbf J=\boldsymbol\Lambda+\mathbf S\), the eigenvalues \(-1\) and \(+1/2\) found above give

\[
E_{1/2}=-\zeta,\qquad E_{3/2}=+\tfrac12\zeta,
\]
\[
E_{3/2}-E_{1/2}=\tfrac32\,\zeta .
\]

The ground level is a doublet with effective \(j=1/2\). Two reversals have occurred: one from projecting on t2g, one from replacing an electron by a hole. A p⁵ shell has just the second, which is why it has the opposite order.

The true orbital momentum, projected on t2g⁵, is \(\mathbf L=-\boldsymbol\Lambda\). In the ground doublet \(\boldsymbol\Lambda\cdot\mathbf S=-1\), so \(\mathbf L\cdot\mathbf S=+1\). The physical orbital and spin momenta tend to be parallel, although the effective ones are opposed.

## Repulsion inside t2g⁵

The six states also feel electron repulsion, which could in principle shift them differently. Symmetry excludes this. Repulsion does not act on spin, so its matrix depends on which orbital holds the hole. Under x→−x the orbital yz is unchanged and zx changes sign, so the element connecting a hole in yz with one in zx must vanish. The other off-diagonal elements vanish in the same way. A cyclic permutation of the axes makes the three diagonal elements equal.

Repulsion therefore adds one constant to all six energies. Within t2g⁵ the gap remains \(3\zeta/2\), however strong the repulsion. This does not extend to mixing with configurations that contain eg electrons.

## Letting the eg orbitals back in

First leave repulsion out and ask how the one-electron levels change. Write \(X=\mathbf l\cdot\mathbf s\). In a complete shell of angular momentum \(l\), its eigenvalues are \(l/2\) and \(-(l+1)/2\). Hence \((X-l/2)(X+(l+1)/2)=0\), or

\[
X^2=\tfrac14l(l+1)-\tfrac12X .
\]

For the d shell this is \(X^2=3/2-X/2\). For the effective p shell it is \((\boldsymbol\lambda\cdot\mathbf s)^2=1/2-\boldsymbol\lambda\cdot\mathbf s/2\). Since \(PXP=-\boldsymbol\lambda\cdot\mathbf s\), the strength of the path through eg is

\[
\begin{aligned}
PXQXP&=PX^2P-(PXP)^2\\
&=\left(\tfrac32+\tfrac12\boldsymbol\lambda\cdot\mathbf s\right)
-\left(\tfrac12-\tfrac12\boldsymbol\lambda\cdot\mathbf s\right)\\
&=1+\boldsymbol\lambda\cdot\mathbf s .
\end{aligned}
\]

This is 0 for the doublet and 3/2 for the quartet. The doublet does not couple to eg at all and stays at \(+\zeta\).

Spin-orbit coupling has no elements within eg. Indeed \(l_z(x^2-y^2)=4i\,xy\) lies in t2g, \(l_z(3z^2-r^2)=0\), and cyclic permutation, which maps the eg space onto itself, covers \(l_x\) and \(l_y\). For a quartet state \(t\), define the normalized eg state \(e=QXt/\sqrt{3/2}\). Then \(PXe=\sqrt{3/2}\,t\), and the problem closes in two dimensions:

\[
\begin{pmatrix}-\zeta/2&\sqrt{3/2}\,\zeta\\ \sqrt{3/2}\,\zeta&\Delta\end{pmatrix}.
\]

Its characteristic equation is

\[
E^2-\left(\Delta-\tfrac12\zeta\right)E-\tfrac12\zeta\Delta-\tfrac32\zeta^2=0 .
\]

The discriminant is \((\Delta-\zeta/2)^2+2\zeta\Delta+6\zeta^2=(\Delta+\zeta/2)^2+6\zeta^2\), so the lower root is

\[
E_-=\tfrac12\left[\Delta-\tfrac12\zeta-\sqrt{\left(\Delta+\tfrac12\zeta\right)^2+6\zeta^2}\right].
\]

For \(\Delta\gg\zeta\) the square root is \(\Delta+\zeta/2+3\zeta^2/\Delta\) to second order in \(\zeta\). The five-electron gap is the cost of moving an electron from the lowered quartet to the doublet:

\[
\zeta-E_-=\tfrac32\zeta+\frac{3\zeta^2}{2\Delta}+\cdots
\]

The correction vanishes for \(\Delta\to\infty\), as it should. Its size relative to \(3\zeta/2\) is \(\zeta/\Delta\) at this order.

## A numerical case

Take the round model parameters \(\zeta=0.4\) eV and \(\Delta=3\) eV; no particular material is meant. Within t2g⁵,

\[
E_{1/2}=-0.4\ {\rm eV},\qquad E_{3/2}=+0.2\ {\rm eV},
\]

and the gap is \(1.5\times0.4=0.600\) eV, or 0.02205 hartree.

With the eg orbitals but without repulsion,

\[
E_-=\tfrac12\left[2.8-\sqrt{3.2^2+6(0.4)^2}\right]=-0.2733\ {\rm eV}.
\]

The gap becomes \(0.4+0.2733=0.6733\) eV. The second-order formula gives \(0.600+0.080=0.680\) eV, so it is already close. Diagonalizing the full five-electron problem without repulsion reproduces the closed formula at this \(\Delta\). The formula gives the lowest gap only for \(\Delta>5\zeta/2\). The two roots add up to \(\Delta-\zeta/2\), so for smaller \(\Delta\) it costs less to lift the doublet electron into the upper quartet.

## Repulsion and eg orbitals together

For the last stage, all 252 states of d⁵ are diagonalized with repulsion included. Its strength is set by the Racah parameters \(B=0.05\) eV and \(C=0.2\) eV, the standard pair that fixes the energy differences between the terms of a d shell. This is still a model: one radial function, no covalency with the neighbours and no distortion of the octahedron.

At \(\Delta=3\) eV the ground level is still a doublet and the next level a quartet, but the gap is 0.756 eV. That is 26 percent above \(3\zeta/2\), a larger departure than mixing with eg gives without repulsion. The doublet is 86 percent and the quartet 90 percent t2g⁵, so at this field strength the order and degeneracies of the levels are those derived above, while \(3\zeta/2\) is a rough value for the gap.

Perturbation theory shows how repulsion can enter. Let \(V\) be the repulsion, and from here on let \(P\) and \(Q\) refer to five-electron states inside and outside t2g⁵, with \(X=\sum_i\mathbf l_i\cdot\mathbf s_i\). Spin-orbit coupling moves one electron at a time, so from t2g⁵ it reaches states with one eg electron, at energy \(\Delta\) to leading order. The second-order energy operator then contains the cross term

\[
-\frac{\zeta}{\Delta}\left(PVQXP+PXQVP\right).
\]

It is linear in \(\zeta\), unlike the correction found without repulsion, and it also falls as \(1/\Delta\). Evaluated with the five-electron matrices, it changes the gap by \(+12B/\Delta\) relative to \(3\zeta/2\), with no contribution from \(C\), so it widens the gap for \(B>0\). The diagonalization gives:

| \(\Delta\) (eV) | gap (eV) | departure from \(3\zeta/2\) |
|---:|---:|---:|
| 3 | 0.756 | +26% |
| 30 | 0.6195 | +3.3% |
| 300 | 0.6020 | +0.33% |
| 3000 | 0.6002 | +0.033% |

The larger values of \(\Delta\) are there to expose the limit and are not meant as realistic fields. From 30 eV upward, each tenfold increase reduces the departure about tenfold, as a leading \(1/\Delta\) correction requires. At 300 eV the formula without repulsion accounts for \(\zeta/\Delta=0.13\) percent. The remaining 0.20 percent matches the cross term, \(12B/\Delta=0.20\) percent. At 3 eV the two leading terms would add to 33 percent, more than the 26 percent found, so higher orders matter there.

## Where the result stops applying

The starting point was a low-spin ion. If \(\Delta\) is too small, repulsion favours one electron in each of the five d orbitals with all spins parallel. With \(\zeta=0\) and the same \(B\) and \(C\), this sextet is the ground term at \(\Delta=0.5\) eV, where \(S(S+1)=8.75\). At \(\Delta=3\) eV the ground term has \(S(S+1)=0.75\), a spin doublet. The sextet ceases to be lowest at \(\Delta\approx1.30\) eV.

The sextet has no first-order spin-orbit splitting. With one electron in every orbital, a one-body operator acting within the term can use just the orbital-diagonal elements of \(\mathbf l\). In real orbitals these vanish, because \(\mathbf l\) is Hermitian and its matrix is purely imaginary. The formula \(3\zeta/2\) has no meaning there.

A distortion that separates yz, zx and xy in energy also lies outside the derivation. It adds a term that is not a multiple of \(\boldsymbol\Lambda\cdot\mathbf S\), and the six states must then be diagonalized with both terms present. The clean doublet and quartet with gap \(3\zeta/2\) belong to a low-spin ion in a cubic field, with \(\Delta\) large compared with both the spin-orbit coupling and the repulsion that mixes in eg electrons. The numerical check tests the projection, the hole argument and the approach to this limit.

## Numbers as computed

```
spin-orbit constant zeta: 0.400 eV
cubic splitting delta: 3.000 eV
Racah B: 0.050 eV
Racah C: 0.200 eV
<zx|l_z|yz> in t2g: -1.000 i (hbar)
<y|l_z|x> in p shell: +1.000 i (hbar)
one electron, quartet level: -0.2000 eV
one electron, doublet level: +0.4000 eV
t2g^5, doublet level: -0.4000 eV
t2g^5, quartet level: +0.2000 eV
j(j+1) of t2g^5 doublet: 0.7500 (hbar^2)
j(j+1) of t2g^5 quartet: 3.7500 (hbar^2)
hole weights on yz, zx, xy in doublet: 0.3333, 0.3333, 0.3333 (no unit)
gap within t2g^5: 0.6000 eV
gap within t2g^5: 0.022050 hartree
eg coupling strength, doublet: 0.000 zeta^2
eg coupling strength, quartet: 1.500 zeta^2
lower quartet orbital energy with eg: -0.2733 eV
gap, all d orbitals, no repulsion: 0.6733 eV
same gap to second order in zeta: 0.6800 eV
gap, all d orbitals, with repulsion: 0.7565 eV
number of d^5 determinants: 252
free-ion sextet S to quartet G energy: 1.5000 eV
ground S(S+1) at delta = 0.5 eV, zeta = 0: 8.750 (hbar^2)
ground S(S+1) at delta = 3.0 eV, zeta = 0: 0.750 (hbar^2)
delta where sextet ceases to be lowest, zeta = 0: 1.2976 eV
with repulsion, delta = 3 eV: gap 0.75648 eV, departure from 3 zeta/2: +26.080 percent
with repulsion, delta = 30 eV: gap 0.61950 eV, departure from 3 zeta/2: +3.251 percent
with repulsion, delta = 300 eV: gap 0.60199 eV, departure from 3 zeta/2: +0.332 percent
with repulsion, delta = 3000 eV: gap 0.60020 eV, departure from 3 zeta/2: +0.033 percent
```
